# Surface lifetime of a wafer: when two times nearly add: verification in Python

```python
"""
Surface-limited decay of excess carriers in a wafer with two equal surfaces.

Result under test: the slowest diffusion mode has surface lifetime
    tau_s = 1/(D beta^2),  tan(beta W/2) = S/(D beta),  0 < beta W/2 < pi/2,
and tau_a = W/(2S) + W^2/(pi^2 D) exceeds tau_s by at most about 5 percent.

W: thickness (m), D: diffusion coefficient (m^2/s),
S: surface recombination velocity (m/s), tau_b: bulk lifetime (s),
z = beta W/2 and h = S W/(2D) are dimensionless.
The independent side is a finite-volume diffusion operator in which carriers
leave the outer cells through the surfaces.
"""
import numpy as np
from scipy.linalg import eigh_tridiagonal, expm
from scipy.optimize import brentq

pi = np.pi
W, D, S, tau_b = 200e-6, 1e-3, 20.0, 100e-6
us = 1e6  # microseconds per second


def even_root(h):
    return brentq(lambda z: z * np.sin(z) - h * np.cos(z),
                  1e-12, pi / 2, xtol=1e-15, rtol=1e-14)


def odd_root(h):
    return brentq(lambda z: z * np.cos(z) + h * np.sin(z),
                  pi / 2, pi, xtol=1e-15, rtol=1e-14)


def lifetime(z):
    return W**2 / (4 * D * z**2)


def approximate_lifetime(velocity):
    return W / (2 * velocity) + W**2 / (pi**2 * D)


def loss_operator(velocity, cells):
    """Diagonal and off-diagonal of the matrix K in dn/dt = -K n."""
    dx = W / cells
    diagonal = np.full(cells, 2 * D / dx**2 + 1 / tau_b)
    # Diffusion across half a cell in series with surface capture.
    surface = 1 / (1 / velocity + dx / (2 * D)) / dx
    diagonal[[0, -1]] = D / dx**2 + surface + 1 / tau_b
    return diagonal, np.full(cells - 1, -D / dx**2)


# Mode lifetimes and uniform-profile share against the discretized operator.
cells = 400
velocities = [1.0, S, 1000.0]
numerical_tau = {}
for v in velocities:
    h_v = v * W / (2 * D)
    rates, modes = eigh_tridiagonal(*loss_operator(v, cells),
                                    select='i', select_range=(0, 1))
    tau_num = 1 / (rates - 1 / tau_b)
    numerical_tau[v] = tau_num[0]
    z_v = even_root(h_v)
    assert abs(tau_num[0] / lifetime(z_v) - 1) < 1e-4
    assert abs(tau_num[1] / lifetime(odd_root(h_v)) - 1) < 3e-4
    share_num = modes[:, 0].sum()**2 / cells
    share_v = 2 * np.sin(z_v)**2 / (z_v * (z_v + np.sin(z_v) * np.cos(z_v)))
    assert abs(share_num - share_v) < 1e-4

# Actual time evolution after carriers are created near one face.
h = S * W / (2 * D)
z = even_root(h)
beta = 2 * z / W
tau_s = lifetime(z)
tau_a = approximate_lifetime(S)
tau_eff = 1 / (1 / tau_b + 1 / tau_s)
cells_t = 200
diag, off = loss_operator(S, cells_t)
K = np.diag(diag) + np.diag(off, 1) + np.diag(off, -1)
x = (np.arange(cells_t) + 0.5) * W / cells_t - W / 2
start = np.exp(-(x + W / 2) / 10e-6)
late = expm(-K * 4 * tau_s) @ start
later = expm(-K * tau_s) @ late
tau_late = tau_s / np.log(late.sum() / later.sum())
assert abs(tau_late / tau_eff - 1) < 1e-3
shape = np.cos(beta * x)
assert np.max(np.abs(later / later.sum() * shape.sum() - shape)) < 1e-3

# Limiting expansions of the exact lifetime.
h_small, h_large = 1e-3, 1e4
small_term = (1 / even_root(h_small)**2 - 1 / h_small) / 4
large_term = (1 / even_root(h_large)**2 - 4 / pi**2) * h_large
assert abs(small_term - 1 / 12) < 1e-4
assert abs(large_term - 8 / pi**2) < 1e-3

# Error of the approximation over six decades of surface velocity.
for h_i in np.logspace(-3, 3, 121):
    v = 2 * D * h_i / W
    root = even_root(h_i)
    exact = lifetime(root)
    approx = approximate_lifetime(v)
    assert 1 < approx / exact < 1.051
    assert 0 < approx - exact < (1 / pi**2 - 1 / 12) * W**2 / D
    ratio_formula = root / np.tan(root) + 4 * root**2 / pi**2
    assert abs(approx / exact - ratio_formula) < 1e-9
    # Newton iterates must climb to the root without overshooting.
    guess = 1 / np.sqrt(1 / h_i + 4 / pi**2)
    assert guess < root
    for _ in range(6):
        new = guess - ((guess - np.arctan(h_i / guess))
                       / (1 + h_i / (guess**2 + h_i**2)))
        assert guess - 1e-12 <= new <= root + 1e-12
        guess = new
    assert abs(guess - root) < 1e-11

# Partial-fraction series used for the sign of the error.
k = np.arange(1, 200001)
for z_i in (0.3, 1.0, 1.5):
    series = 1 - 2 * z_i**2 * np.sum(1 / (k**2 * pi**2 - z_i**2))
    assert abs(series - z_i / np.tan(z_i)) < 1e-5  # truncated tail ~ 1/k

# One maximum: concavity in z^2, and the stationary point against a scan.
u = np.linspace(0.01, 2.46, 246)
R_u = np.sqrt(u) / np.tan(np.sqrt(u)) + 4 * u / pi**2
assert np.all(np.diff(R_u, 2) < 0)
z_worst = brentq(lambda q: 1 / np.tan(q) - q / np.sin(q)**2
                 + 8 * q / pi**2, 0.5, 1.5)
h_worst = z_worst * np.tan(z_worst)
R_worst = z_worst / np.tan(z_worst) + 4 * z_worst**2 / pi**2
scan = [approximate_lifetime(2 * D * q / W) / lifetime(even_root(q))
        for q in np.linspace(0.5, 8, 3001)]
assert abs(max(scan) - R_worst) < 1e-6

# Inference of S from a lifetime, exactly and with the approximation.
inferred = {}
for v in velocities:
    t = numerical_tau[v]
    b = 1 / np.sqrt(D * t)
    assert abs(D * b * np.tan(b * W / 2) / v - 1) < 5e-3
    z_v = even_root(v * W / (2 * D))
    inferred[v] = W / (2 * (lifetime(z_v) - W**2 / (pi**2 * D)))
    from_operator = W / (2 * (t - W**2 / (pi**2 * D)))
    formula = z_v / np.tan(z_v) / (1 - 4 * z_v**2 / pi**2)
    assert abs(from_operator / v - formula) < 5e-3
z_grid = np.linspace(0.05, 1.55, 301)
S_ratio = z_grid / np.tan(z_grid) / (1 - 4 * z_grid**2 / pi**2)
assert np.all(np.diff(S_ratio) > 0)
assert 1 < S_ratio[0] and S_ratio[-1] < pi**2 / 8
z_edge = pi / 2 - 1e-5
edge = z_edge / np.tan(z_edge) / (1 - 4 * z_edge**2 / pi**2)
assert abs(edge - pi**2 / 8) < 1e-4

print(f"thickness W = {W * 1e6:.0f} um")
print(f"diffusion coefficient D = {D:.1e} m^2/s")
print(f"surface velocity S = {S:.0f} m/s")
print(f"bulk lifetime tau_b = {tau_b * us:.0f} us")
print(f"h = S W/(2D) = {h:.4f} (dimensionless)")
iterate = 1 / np.sqrt(1 / h + 4 / pi**2)
for step in range(4):
    print(f"Newton iterate z{step} = {iterate:.8f} rad")
    iterate -= ((iterate - np.arctan(h / iterate))
                / (1 + h / (iterate**2 + h**2)))
print(f"root z = {z:.8f} rad")
print(f"beta = {beta:.2f} 1/m")
print(f"W/(2S) = {W / (2 * S) * us:.4f} us")
print(f"W^2/(pi^2 D) = {W**2 / (pi**2 * D) * us:.4f} us")
print(f"approximate surface lifetime = {tau_a * us:.4f} us")
print(f"exact surface lifetime = {tau_s * us:.4f} us")
print(f"finite-volume surface lifetime = {numerical_tau[S] * us:.4f} us")
print(f"relative error of approximation = {100 * (tau_a / tau_s - 1):.3f} %")
print(f"effective lifetime = {tau_eff * us:.4f} us")
print(f"late lifetime from time evolution = {tau_late * us:.4f} us")
z_odd = odd_root(h)
print(f"first odd root z = {z_odd:.6f} rad")
print(f"first odd mode surface lifetime = {lifetime(z_odd) * us:.4f} us")
share = 2 * np.sin(z)**2 / (z * (z + np.sin(z) * np.cos(z)))
print(f"fundamental share, uniform start = {100 * share:.2f} %")
print(f"small-S coefficient of W^2/D = {small_term:.5f}")
print(f"1/12 = {1 / 12:.5f}, 1/pi^2 = {1 / pi**2:.5f}")
print(f"large-S coefficient of W/(2S) = {large_term:.4f}")
print(f"8/pi^2 = {8 / pi**2:.4f}")
print(f"worst case z = {z_worst:.5f} rad, h = {h_worst:.4f}")
print(f"worst case S for this wafer = {2 * D * h_worst / W:.2f} m/s")
print(f"largest relative error = {100 * (R_worst - 1):.3f} %")
bound = (1 / pi**2 - 1 / 12) * W**2 / D
print(f"bound on absolute error = {bound * us:.4f} us")
for v in velocities:
    t_exact = lifetime(even_root(v * W / (2 * D)))
    t_approx = approximate_lifetime(v)
    print(f"S = {v:.0f} m/s: exact lifetime = {t_exact * us:.4f} us")
    print(f"  approximate lifetime = {t_approx * us:.4f} us")
    print(f"  lifetime error = {100 * (t_approx / t_exact - 1):.3f} %")
    print(f"  S inferred by approximation = {inferred[v]:.4f} m/s")
print(f"limit of inferred S over true S = {pi**2 / 8:.4f}")
print("no test failed")
```

It prints:

```
thickness W = 200 um
diffusion coefficient D = 1.0e-03 m^2/s
surface velocity S = 20 m/s
bulk lifetime tau_b = 100 us
h = S W/(2D) = 2.0000 (dimensionless)
Newton iterate z0 = 1.05101134 rad
Newton iterate z1 = 1.07683518 rad
Newton iterate z2 = 1.07687399 rad
Newton iterate z3 = 1.07687399 rad
root z = 1.07687399 rad
beta = 10768.74 1/m
W/(2S) = 5.0000 us
W^2/(pi^2 D) = 4.0528 us
approximate surface lifetime = 9.0528 us
exact surface lifetime = 8.6232 us
finite-volume surface lifetime = 8.6233 us
relative error of approximation = 4.982 %
effective lifetime = 7.9387 us
late lifetime from time evolution = 7.9388 us
first odd root z = 2.288930 rad
first odd mode surface lifetime = 1.9087 us
fundamental share, uniform start = 96.35 %
small-S coefficient of W^2/D = 0.08334
1/12 = 0.08333, 1/pi^2 = 0.10132
large-S coefficient of W/(2S) = 0.8106
8/pi^2 = 0.8106
worst case z = 1.14819 rad, h = 2.5532
worst case S for this wafer = 25.53 m/s
largest relative error = 5.065 %
bound on absolute error = 0.7195 us
S = 1 m/s: exact lifetime = 103.3550 us
  approximate lifetime = 104.0528 us
  lifetime error = 0.675 %
  S inferred by approximation = 1.0070 m/s
S = 20 m/s: exact lifetime = 8.6232 us
  approximate lifetime = 9.0528 us
  lifetime error = 4.982 %
  S inferred by approximation = 21.8800 m/s
S = 1000 m/s: exact lifetime = 4.1343 us
  approximate lifetime = 4.1528 us
  lifetime error = 0.449 %
  S inferred by approximation = 1227.6622 m/s
limit of inferred S over true S = 1.2337
no test failed
```
